# Iterating the phonon Boltzmann equation with normal scattering and smeared energies

Two errors enter when lattice heat flow in a monolayer is computed on a wavevector grid. If every three-phonon collision is counted as a loss of heat current, normal collisions, which only pass momentum between waves, are treated as resistance. In the example below this gives a conductivity of 107 W/(m K) where the full solution gives 193. The second error is less visible. Grid frequencies almost never match, so the energy delta function must be widened, and the collisions then create and destroy energy. In a transient calculation a uniformly warm sheet cools with nothing to cool it.

The scheme below keeps normal and resistive collisions apart, uses the separation to speed up the iteration, and measures and removes the energy leak.

## Model and coupling

The sheet is a triangular lattice with one site of mass $M$ per cell and $N_c$ cells. Neighbours at distance $a$ interact through a central potential with $V'(a)=t$, $V''(a)=k$, $V'''(a)=g$; clamps hold the tension $t$. Let $\mathbf e$ be the bond direction, $\mathbf w$ the relative displacement of its ends, $l=\mathbf e\cdot\mathbf w$ and $p$ the length of the transverse part. The bond length is

$$r=\sqrt{(a+l)^2+p^2}=a+l+\frac{p^2}{2a}-\frac{lp^2}{2a^2}+\dots$$

Insert $x=r-a$ in $V=tx+kx^2/2+gx^3/6$. The linear term $tl$ cancels in the periodic sum. The quadratic terms are $\tfrac12kl^2+\tfrac12(t/a)p^2$. At third order, $tx$ gives $-t\,lp^2/2a^2$, $kx^2/2$ gives $k\,lp^2/2a$, and the last term gives $gl^3/6$:

$$V_3=\frac c2\,lp^2+\frac g6\,l^3,\qquad c=\frac{k-t/a}{a}.$$

Out-of-plane displacement $h$ also has a harmonic bending energy $\tfrac B2[\sum(h'-h)]^2$ per site, summed over six neighbours $h'$. With three bond vectors $\mathbf d_b=a\mathbf e_b$ and $S=\sum_b(2-2\cos\mathbf q\cdot\mathbf d_b)$, the dynamical matrix is

$$\mathcal D=\frac1M\Big[\sum_b(2-2\cos\mathbf q\cdot\mathbf d_b)\big(k\,\mathbf e_b\mathbf e_b+\tfrac ta(1-\mathbf e_b\mathbf e_b)\big)+BS^2\hat z\hat z\Big].$$

Its eigenvalues are $\omega^2$, with real unit polarisations $\boldsymbol\epsilon$. Where the branches are distinct, differentiating $\omega^2=\boldsymbol\epsilon\mathcal D\boldsymbol\epsilon$ gives $\mathbf v=\boldsymbol\epsilon(\partial_{\mathbf q}\mathcal D)\boldsymbol\epsilon/2\omega$.

The symmetric third derivative of one bond energy is

$$\mathcal T=c\,[l_1\mathbf w_2\!\cdot\!\mathbf w_3+l_2\mathbf w_1\!\cdot\!\mathbf w_3+l_3\mathbf w_1\!\cdot\!\mathbf w_2]+(g-3c)l_1l_2l_3.$$

Setting the three arguments equal and dividing by 6 returns $V_3$, because $w^2=l^2+p^2$. A wave contributes $\mathbf w=\boldsymbol\epsilon(z-1)$ with $z=e^{i\mathbf q\cdot\mathbf d_b}$. For the merger $1+2\to3$ the outgoing wave enters conjugated:

$$\Phi=\sum_b(z_1-1)(z_2-1)(z_3^*-1)\,\mathcal T_b(\boldsymbol\epsilon_1,\boldsymbol\epsilon_2,\boldsymbol\epsilon_3).$$

Each quantised wave has amplitude $\sqrt{\hbar/2MN_c\omega}$. The six ways of assigning three waves to the factors of $V_3$ cancel the $1/6$ of the Taylor series, and the sum over cells gives $N_c$ when $\mathbf q_1+\mathbf q_2-\mathbf q_3$ is a reciprocal vector. Apart from occupation factors, the squared matrix element is thus $\hbar^3|\Phi|^2/(8M^3N_c\omega_1\omega_2\omega_3)$. The golden rule multiplies it by $2\pi/\hbar^2$ when the delta function is in angular frequency:

$$K=\frac{\pi\hbar|\Phi|^2}{4M^3N_c\,\omega_1\omega_2\omega_3}.$$

As a test, $K$ was also obtained from third differences of the energy of a displaced $17\times17$ supercell. For one normal and one umklapp triple, over all 27 branch combinations, the largest differences were $9\times10^{-6}$ and $2\times10^{-5}$ of the largest factor.

## Smeared collisions

Let $\Delta=\omega_1+\omega_2-\omega_3$ and $x=\hbar\omega/k_BT$. In equilibrium the merger carries $n_1n_2(n_3+1)$ and the reverse decay $(n_1+1)(n_2+1)n_3$. Since $(n+1)/n=e^x$, the ratio of reverse to forward is $e^{\hbar\Delta/k_BT}$. It is 1 on shell, but with a smeared delta function the Bose distribution would not be stationary. The geometric mean of the two products cures this. From $n(n+1)=1/[4\sinh^2(x/2)]$,

$$W=K\,G_\sigma(\Delta)\prod_{j=1}^3\frac1{2\sinh(x_j/2)},$$

where $G_\sigma$ is a normalised Gaussian of width $\sigma$. On shell, $W$ is the golden-rule rate.

Write the occupation as $f=n+n(n+1)\varphi$. To first order $\ln[f/(1+f)]=-x+\varphi$, so on shell the ratio of forward to reverse rate is $e^{\varphi_1+\varphi_2-\varphi_3}$ and the net rate is $W(\varphi_1+\varphi_2-\varphi_3)$. This linear law is kept for the smeared $W$. Each net event removes a phonon from modes 1 and 2 and adds one to mode 3. Therefore $n(n+1)\dot\varphi=-C\varphi$, with

$$\varphi^TC\varphi=\tfrac12\sum W(\varphi_1+\varphi_2-\varphi_3)^2 .$$

The sum runs over ordered pairs (1,2); the factor $\tfrac12$ removes the double count. The matrix is symmetric and non-negative for any $\sigma$.

**Momentum.** Put $\varphi=q_x$. In a normal process $\mathbf q_1+\mathbf q_2=\mathbf q_3$, so every square vanishes, and for a non-negative symmetric matrix this implies $C_Nq_x=0$. Smearing does no harm, because the grid conserves momentum independently of energy.

**Energy.** Put $\varphi=\omega$, a uniform temperature rise. The squares become $\Delta^2$. The energy is proportional to $\sum\omega n(n+1)\varphi$, so its initial relative loss rate is

$$\gamma_E=\frac{\omega^TC\omega}{\sum n(n+1)\omega^2}=\frac{\tfrac12\sum W\Delta^2}{\sum n(n+1)\omega^2}\approx\sigma^2\,\frac{\tfrac12\sum W}{\sum n(n+1)\omega^2}.$$

The last form holds if the processes are spread evenly in $\Delta$ over the Gaussian, whose mean square is $\sigma^2$.

**Why steady conductivity hides the leak.** Frequencies and rates are even under $\mathbf q\to-\mathbf q$, so $C$ does not mix even and odd distributions. Energy is even; the driving term of heat flow is odd through the velocity. A correct-looking conductivity is therefore no evidence of energy conservation. The width still alters the conductivity by changing which collisions count.

**Repair.** Let $\mathcal N$ be the diagonal matrix of $n(n+1)$ and

$$\Pi=1-\frac{\omega\,\omega^T\mathcal N}{\omega^T\mathcal N\omega},\qquad C'=\Pi^TC\,\Pi.$$

Since $\Pi\omega=0$, $C'$ conserves energy, and it stays symmetric and non-negative. On odd vectors $\Pi$ is the identity, so momentum and heat flow are untouched.

## Heat flow and its limits

Diffuse edges of a channel whose length and width are both about $L$ are modelled by a rate $|\mathbf v|/L$: the diagonal term $n(n+1)|\mathbf v|/L$ is added to $C_R$. It is meant for the odd, current-carrying part. Applied to an even distribution it would also destroy energy, so it is left out of the leak calculations.

In a small gradient the drift term is $v_x(\partial n/\partial T)\partial_xT$, with $\partial n/\partial T=n(n+1)\hbar\omega/k_BT^2$. Setting $\varphi=-F\,\partial_xT$ gives

$$CF=b,\qquad b=\frac{v_xn(n+1)\hbar\omega}{k_BT^2},\qquad \kappa_{2D}=\frac{k_BT^2}{A}\,b^TF .$$

The last expression follows from the heat current $A^{-1}\sum\hbar\omega v_xn(n+1)\varphi$, where $A$ is the sheet area. Dividing by a nominal thickness gives $\kappa$.

Let $D$ be the diagonal matrix of summed collision rates, defined by $\varphi^TD\varphi=\tfrac12\sum W(\varphi_1^2+\varphi_2^2+\varphi_3^2)$ plus the edge term. Dropping all feedback between modes gives the relaxation-time result $F=b/D$.

In the opposite limit resistive scattering is very weak. If drift is the only odd distribution that normal collisions leave alone, then $F\approx q_xU$. Multiplying $CF=b$ by $q_x^T$ removes $C_N$ and leaves $U=q_x^Tb/(q_x^TC_Rq_x)$. Hence $\kappa_{2D}\approx(k_BT^2/A)(q_x^Tb)^2/(q_x^TC_Rq_x)$: the phonons drift together, and the loss of total momentum sets the resistance.

Callaway's approximation combines the two pictures. Normal collisions relax each mode towards a drift $q_xU$ and resistive ones relax it towards equilibrium, so $DF=b+D_Nq_xU$, with momentum conserved by $q_x^TD_N(F-q_xU)=0$. Insert $F$ from the first equation in the second and use $D_N-D_N^2/D=D_ND_R/D$:

$$U=\frac{q_x^TD_ND^{-1}b}{q_x^TD_ND_RD^{-1}q_x},$$
$$b^TF=b^TD^{-1}b+\frac{(b^TD^{-1}D_Nq_x)^2}{q_x^TD_ND_RD^{-1}q_x}.$$

For very weak resistive scattering the second term dominates and tends to $(q_x^Tb)^2/(q_x^TD_Rq_x)$. This is the drift result with $D_R$ in place of $C_R$, so the approximation does not reach the exact limit.

## Iteration and stability

The basic step is $F\leftarrow F+\theta D^{-1}(b-CF)$. From $(\varphi_1+\varphi_2-\varphi_3)^2\le3(\varphi_1^2+\varphi_2^2+\varphi_3^2)$ it follows that $C\le3D$. If every mode kept has a nonzero velocity, the edge term makes $C$ positive definite, so the eigenvalues $\lambda$ of $D^{-1}C$ lie in $(0,3]$. An error component is multiplied by $1-\theta\lambda$, and $\theta<2/3$ guarantees convergence.

Convergence is slow when some $\lambda$ is small. For drift, the quotient $q^TCq/q^TDq=q^TC_Rq/q^TDq$ is small when resistive scattering is weak. The cure is to restore momentum balance after each sweep. Let $P$ hold the columns $q_x,q_y$ and choose $U$ so that

$$P^TC_R(F+PU)=P^Tb .$$

Because $P^TC=P^TC_R$, this choice minimises the error measured by $\epsilon^TC\epsilon$ over all drifts. The sweep reduces that measure and the correction cannot raise it, so the combined scheme converges too.

```
choose odd grid size, temperature T, width sigma
fold each q into the hexagonal zone
for each (q1,s1), (q2,s2), s3:
    q3 = q1 + q2 on the grid
    store K and Delta              # reusable for all T, sigma
    label normal if folded q1 + q2 = q3
form W; assemble C_N, D_N, C_R, D_R; add edge term to R
drop the three modes at q = 0
F = 0
repeat:
    r = b - (C_N + C_R) F
    stop if sqrt(r.r/D) < 1e-7 sqrt(b.b/D)
    F = F + 0.6 r/D
    U = solve(P'C_R P, P'b - P'C_R F)
    F = F + P U
for transients: use Pi' C Pi in place of C,
    with the edge term acting on odd distributions only
```

Points on the zone edge have equivalent images of equal length. A tiny even distortion of the length measure selects one, so that $-\mathbf q$ receives the opposite image. On an odd grid no point except $\mathbf q=0$ is equivalent to its own negative.

**Cost.** There are $27N_c^2$ triples, 2.3 million for $17\times17$, so $K$ and $\Delta$ take 36 MB in double precision. A sweep costs about $9N_c^2$ multiplications; a direct solution scales as $N_c^3$.

## Worked case

The parameters are round values chosen to resemble, not to fit, a suspended, stretched MoS$_2$ monolayer, with each formula unit lumped into one site: $M=160$ u, $a=0.32$ nm, $k=100$ N/m, $t/a=2$ N/m, $g=-2000$ N/m per nm, $B=4$ N/m, $L=1$ µm and thickness 0.65 nm. Since $t/a=0.02k$, the stretch is about 2% in a linear estimate. The grid is $17\times17$ and $\sigma$ is 0.2 THz in ordinary frequency, unless stated.

| $\kappa$ in W/(m K) | 300 K | 100 K |
|---|---|---|
| relaxation time | 107 | 211 |
| Callaway | 227 | 378 |
| full solution | 193 | 350 |

At 300 K the relaxation-time value is 44% below the full one and Callaway's is 18% above it. The full sheet value is 125.3 nW/K, and $125.3/0.65=193$ W/(m K). A direct solution agrees with the damped iterations to within $10^{-5}$, and the $x$ and $y$ conductivities agree to within $10^{-6}$, as the lattice symmetry requires.

Normal processes make up 83% of $\sum W$ with the hexagonal cell and 79% with a rhombic one. The label depends on the cell. The full $\kappa$ needs only the sum $C_N+C_R$ and does not, but Callaway's value does, because its formula uses $D_N$ and $D_R$ separately. The table uses the hexagonal cell; with the rhombic one Callaway's value at 300 K is 194 W/(m K) along $x$ and 173 along $y$. A large normal share does not imply collective drift. Weighted by momentum in the hexagonal cell, the normal collision rate at 300 K is 0.029 per ps and the momentum loss rate 0.026 per ps. At 100 K they are 0.0084 and 0.0086 per ps, so cooling to 100 K does not make this channel drift-dominated. The edge term alone gives 0.004 per ps for a wave at 4 km/s, which suggests that edges matter much at 100 K.

**Sweeps.** At 300 K the damped iteration takes 66 sweeps, or 55 with the drift correction; at 100 K, 55 and 43. The gain is modest because momentum is lost about as fast as normal collisions act. With the 300 K resistive part artificially reduced twentyfold, the counts are 608 and 66.

The undamped iteration ($\theta=1$) stopped after 58 sweeps, yet it is not safe. The largest eigenvalue is 2.22, so one error component grows by 1.22 per sweep. This component is even and the driving term is odd, so in exact arithmetic it would never appear, but rounding lets it in: $1.22^{58}\approx10^5$ lifts an error of $10^{-16}$ to about $10^{-11}$. By this estimate some hundred sweeps would bring it to the stopping tolerance.

**Energy leak at 300 K.** For widths of 0.1, 0.2 and 0.4 THz, $\gamma_E$ is 0.0094, 0.037 and 0.155 per ns. Between the outer two the leak grows as the width to the power 2.02, and the quadratic estimate is met within 3%. The coefficient depends on the grid: at 0.2 THz $\gamma_E$ is 0.035, 0.040 and 0.041 per ns on grids of 13, 23 and 31 points per side.

At 0.2 THz the initial cooling time is $1/0.0373=26.8$ ns. After that time 40% of the added energy is left, rather than $e^{-1}=37\%$. The slowest relaxation rate is 0.0338 per ns and its mode is almost purely energy, so the later decay is $e^{-0.0338\times26.8}=0.40$. With the projection all of the energy remains, and $\kappa$ is still 193 W/(m K).

Whether the leak matters depends on the process studied. The heat capacity is 0.44 mJ/(m² K), so the diffusivity is $125\times10^{-9}/0.4415\times10^{-3}=2.8\times10^{-4}$ m²/s. The diffusion time $L^2/\pi^2\mathcal D_{th}$ is 0.36 ns, in which a uniform temperature rise falsely loses 1.2% of its energy. This time is only a rough scale for the 1 µm channel, because the slowest relaxation apart from energy takes $1/1.86=0.54$ ns, too long for diffusion to be accurate. That mode is even, and its largest component lies on the lowest-frequency flexural waves of the grid, so its rate should not be taken as converged. In a 10 µm channel the edge rate is ten times weaker and $\kappa$ rises to 259 W/(m K) on this grid (247 to 252 on grids of 13, 21 and 23 points per side). The diffusion time is then about 27 ns, and $1-e^{-0.0338\times27}\approx60\%$ would be lost.

## Numerical and physical limits

The width is a numerical device here. The largest collision rate divided by $\omega$ is 0.0031; with frequencies up to 7.6 THz, physical linewidths stay below about 0.024 THz, far under $\sigma$. On the fixed grid, $\kappa$ is 205, 193 and 180 W/(m K) for widths of 0.1, 0.2 and 0.4 THz. At fixed width it is 187, 193 and 190 on grids of 13, 17 and 21 points per side. The last grid contains the zone corners, where the in-plane branches touch and the computed velocities depend on the choice of polarisations; its $x$ and $y$ conductivities therefore differ by about 0.2%. On the $17\times17$ grid each doubling of the width lowers $\kappa$ by about 6%, but part of this is grid error at the smaller width. On a $31\times31$ grid $\kappa$ is about 202, 194 and 190 for widths of 0.05, 0.1 and 0.2 THz, a change of 2 to 4% per doubling, and at 0.1 THz the grid alone moves it from 205 to 194. No limit has been reached, and 193 is uncertain by roughly 5%. The 10 µm value is more sensitive: about 278, 263 and 253 for the same three widths on that grid. A much smaller $\sigma$ on the same grid would leave too few processes within the Gaussian, while a larger one admits false collisions. Waves longer than the periodic cell are missing on every grid.

Room-temperature values for real monolayer MoS$_2$ are roughly several tens to a hundred W/(m K), so 193 is high. The lumped site has no optical branches and hence no acoustic–optical scattering, which would lower $\kappa$ by an amount not computed here. Six optical branches placed at 12 THz would hold 1.57 times the acoustic heat capacity; if they carried no heat, the diffusivity would fall by a factor of 2.57.

Other omissions can be sized. Mass disorder with a rough variance of $2\times10^{-4}$ adds 15% to the mean three-phonon rate. An inverse-rate estimate would put $\kappa$ at 167 W/(m K), but this understates the effect: with the disorder rate added to the resistive part, the full equations give about 152. Flexural waves carry 42% of the heat. Subtracting their share leaves 111, but a substrate that held their response at zero would leave only about 83, because the in-plane waves would also lose the feedback from them. The rms bond stretch of 5.3 pm changes the bond stiffness $k$ by 11%. It changes the much smaller transverse stiffness $t/a$ by $c\times5.3$ pm $=1.6$ N/m, or about 80%. Four-phonon scattering and thermal shifts of the long flexural waves therefore deserve a separate calculation. Electrons at a sheet conductance of 50 µS would add 0.3% by the Wiedemann–Franz law, which assumes a degenerate gas; for a dilute gas with a constant scattering time the figure is about 0.2%. The numerical output below gives more digits for many of these results, though not for all of them.

## Computed values

```
site mass 160 u, spacing 0.32 nm
stiffness 100 N/m, tension/length 2.0 N/m
cubic constant -2000 N/m per nm, bending 4.0 N/m
channel length 1.0 um, thickness 0.65 nm
grid 17 x 17, modes kept 864
frequency range on grid 0.282 to 7.558 THz
coupling error against supercell, normal: 8.5e-06
coupling error against supercell, umklapp: 2.1e-05
normal momentum null error 1.2e-15
width/kT at 300 K, 0.2 THz: 0.0320
normal share, hexagonal cell 0.8255
normal share, rhombic cell 0.7880
300 K kappa, relaxation time 107.398 W/(m K)
300 K kappa, Callaway 226.988 W/(m K)
300 K kappa, full 192.696 W/(m K)
300 K sheet conductivity 125.252 nW/K
flexural share of kappa 0.4217
100 K kappa, relaxation time 210.791 W/(m K)
100 K kappa, Callaway 377.500 W/(m K)
100 K kappa, full 349.596 W/(m K)
300 K normal out-rate 0.02933 /ps, momentum loss 0.02649 /ps
100 K normal out-rate 0.00835 /ps, momentum loss 0.00862 /ps
largest eigenvalue of C/D 2.2230 (bound 3)
300 K sweeps: undamped 58, damped 66, drift 55
100 K sweeps: damped 55, drift 43
resistive x 0.05: damped 608, drift 66 sweeps
width 0.1 THz: leak 0.0094 /ns, ratio to width^2 law 1.002, kappa 204.676 W/(m K)
width 0.2 THz: leak 0.0373 /ns, ratio to width^2 law 1.001, kappa 192.696 W/(m K)
width 0.4 THz: leak 0.1551 /ns, ratio to width^2 law 1.027, kappa 180.083 W/(m K)
leak power of width 2.019
two slowest rates 0.0338, 1.8645 /ns
slowest mode overlap with energy 0.9998
initial false cooling time 26.799 ns
energy left after that time 0.4044, with projection 1.0000
kappa after energy projection 192.696 W/(m K)
heat capacity 0.4415 mJ/(m2 K)
diffusivity 2.8373 cm2/s, channel diffusion time 0.357 ns
energy left after the diffusion time 0.9877
kappa on 13 x 13 grid 187.366 W/(m K)
kappa on 21 x 21 grid 189.809 W/(m K)
optical/acoustic heat capacity, 6 at 12 THz: 1.570
disorder/three-phonon rate, variance 2e-04: 0.1518
rms bond stretch 5.331 pm
rms relative stiffness change 0.1066
largest linewidth/frequency 0.0031
electron/lattice heat flow at 50 uS: 0.00293
```
